The Blasius boundary layer on a flat plate in vapour deposition, part 1

(Sections cited here and not found follow in the second part.)

PART I. FROM THE FLOW OVER A PLATE TO THE BLASIUS EQUATION

The physical situation

In a horizontal reactor for chemical vapour deposition, a carrier gas brings a precursor over a flat susceptor. High above the surface the gas moves at a nearly uniform speed. At the surface it is at rest, because a viscous gas does not slip along a solid wall at ordinary pressures. Between the two lies a layer of slow gas, which precursor molecules must cross to reach the growing film. The flow carries them mainly along the surface, so the last part of the crossing is made by diffusion. When this transport, and not the reaction at the surface, limits the growth, the thickness of the slow layer matters to the growth rate, and its change along the susceptor matters to the uniformity of the film.

The question is how thick this layer is at a given distance from the leading edge, and how strongly the gas pulls on the surface there. The simplest model that answers it is a uniform stream meeting a thin flat plate.

Assumptions and notation

Let x be the distance along the plate from its leading edge and y the distance above it. The velocity components are u along x and v along y. The density is ρ, the viscosity is μ, and the kinematic viscosity is ν = μ/ρ. Subscripts x and y on a field denote partial derivatives. The assumptions are these.

A1. The flow is steady, laminar and two-dimensional, and ρ and μ are constant. The gas is thus treated as isothermal. With constant density, gravity can be absorbed into the pressure p and has no further effect on the flow.

A2. The plate occupies y = 0, x > 0. The gas neither slips along it nor passes through it. Deposition removes some gas at the surface, and the model neglects the small normal velocity this causes.

A3. The approaching stream has the uniform speed U, and to leading order the pressure outside the slow layer is uniform.

A4. The Reynolds number based on distance,

Re_x = Ux/ν,

is much larger than one.

Theorem

Under A1 to A4, consider the leading-order equations for the slow layer, and look for a velocity profile that keeps one shape while its width changes with x. Then the following statements hold.

(a) The width must be proportional to √x. With

η = y √(U/(νx)),

the velocity is u = U f′(η), where f satisfies the Blasius equation

f‴ + ½ f f″ = 0, with f(0) = 0, f′(0) = 0, f′(∞) = 1.

(b) This boundary-value problem has one and only one solution, and its wall value is f″(0) = 0.332 to three digits.

(c) The shear stress on the plate is

τ_w = f″(0) ρU²/√Re_x,

and the height at which u reaches any fixed fraction of U, between zero and one, grows as √x.

Primes on f denote derivatives with respect to η. Lemmas 1 and 2 establish (a), Lemma 3 establishes (b), and Part II establishes (c).

Lemma 1. The equations of the slow layer

To leading order in 1/Re_x, the flow in the slow layer obeys

u u_x + v u_y = ν u_yy, (1)

u_x + v_y = 0. (2)

Derivation. The argument compares orders of magnitude. It is a formal reduction, not a proof that solutions of the full equations converge to those of (1) and (2). The full equations for steady flow of constant density are (2) together with

u u_x + v u_y = −p_x/ρ + ν(u_xx + u_yy),

u v_x + v v_y = −p_y/ρ + ν(v_xx + v_yy).

Let δ be the order of magnitude of the layer thickness at distance x. Across the layer u changes by about U, so u_y is of order U/δ and u_yy is of order U/δ². Along the plate the flow changes over a distance of order x, so u_x is of order U/x and u_xx is of order U/x².

Equation (2) requires v_y to be of order U/x. Since v vanishes on the plate, v itself is of order Uδ/x. The two convective terms in the first momentum equation are therefore equally important:

u u_x ~ U²/x,

v u_y ~ (Uδ/x)(U/δ) = U²/x.

In the slow layer, friction must be able to compete with this inertia. Balancing ν u_yy with the convective terms gives

νU/δ² ~ U²/x, so δ² ~ νx/U and δ/x ~ 1/√Re_x.

The layer is thin compared with its distance from the leading edge when Re_x is large. The ratio of the two viscous terms is then

u_xx/u_yy ~ δ²/x² ~ 1/Re_x,

so diffusion of momentum along the stream drops out at leading order.

The second momentum equation fixes the pressure change across the layer. Its convective terms are of order U²δ/x². Its larger viscous term is

ν v_yy ~ ν(Uδ/x)/δ² = νU/(xδ).

Replacing ν by its order of magnitude Uδ²/x turns this into U²δ/x² as well. Hence p_y is at most of order ρU²δ/x². Multiplying by δ gives the pressure difference across the layer:

Δp ~ ρU²δ²/x² ~ ρU²/Re_x.

Its derivative along x is of order ρU²/(x Re_x). After division by ρ, this is smaller than the convective terms by the factor 1/Re_x. The layer therefore takes over the outer pressure, which is uniform by A3, and p_x drops out. What remains is (1) and (2). ∎

The conditions that go with these equations are

u = v = 0 at y = 0, x > 0,

u → U far above the layer,

u = U at x → 0 for every y > 0.

The last one says that the stream arrives undisturbed. Equation (1) has no second derivative in x, so information travels downstream only. This is why an inlet condition is needed and no outlet condition is. The full equations do let some influence pass upstream, and the reduction has discarded it.

Remark on the origin of the square root

The square root can be read as a diffusion law. Gas near the edge of the layer at x has spent a time of order x/U above the plate. In a time t, viscosity spreads a velocity difference over a distance of order √(νt). Putting t = x/U gives √(νx/U). The argument gives the scale but neither the profile nor the numerical factor.

The same scale follows from a symmetry of (1) and (2). Take any k > 0, and let u(x, y), v(x, y) be a solution. Define

ũ(x, y) = u(k²x, ky), ṽ(x, y) = k v(k²x, ky).

Each x-derivative of ũ brings a factor k², and each y-derivative brings a factor k. Thus ũ ũ_x, ṽ ũ_y and ũ_yy all carry k², as do ũ_x and ṽ_y. Both equations remain satisfied, and so do all the conditions, since U does not change. If the flow problem has one solution, then u(k²x, ky) = u(x, y) for every k. Choosing k = 1/√x, with x measured in a fixed unit, leaves a function of y/√x alone. Lemma 2 reaches this result without presuming that the flow problem has a unique solution. It assumes a profile of fixed shape instead.

Lemma 2. A profile of fixed shape must widen as √x

Suppose that u/U depends on x and y only through η = y/g(x), where g is a positive differentiable function. Then g is proportional to √x. With the choice g = √(νx/U), equation (1) becomes the Blasius equation.

Proof. Define the stream function ψ by

u = ψ_y, v = −ψ_x.

Equation (2) then holds automatically, because u_x + v_y = ψ_yx − ψ_xy = 0. On the plate v = 0, so ψ is constant there, and the constant may be set to zero. Write u = U f′(η) with f(0) = 0. Integrating u from the plate upward at fixed x, where dy = g dη, gives

ψ = U g(x) f(η).

The derivatives of η are

η_y = 1/g, η_x = −y g′/g² = −η g′/g,

where the prime on g means d/dx. The velocity components follow:

u = U g f′ η_y = U f′,

v = −U g′ f − U g f′ η_x = −U g′ f + U g′ η f′ = U g′(η f′ − f).

The terms of (1) need three more derivatives:

u_x = U f″ η_x = −U η f″ g′/g,

u_y = U f″/g,

u_yy = U f‴/g².

The two convective terms are then

u u_x = −U² (g′/g) η f′ f″,

v u_y = U² (g′/g)(η f′ − f) f″.

The parts containing η f′ f″ cancel in the sum, which leaves

u u_x + v u_y = −U² (g′/g) f f″.

Setting this equal to νU f‴/g² and multiplying by g²/(νU) gives

f‴ + (U g g′/ν) f f″ = 0. (3)

The factor in brackets depends on x, while f depends on η. If f f″ were zero for all η, (3) would give f‴ = 0. With f(0) = f′(0) = 0, this would mean f = bη² for some constant b. Then f f″ = 2b²η² would have to vanish, so b = 0 and f′ = 0 everywhere, which contradicts f′(∞) = 1. Hence there is a value of η at which f f″ is not zero. Evaluated there, (3) expresses U g g′/ν as a fixed number, the same for all x. Call it c:

g g′ = cν/U.

Since g g′ is half the derivative of g²,

g² = 2cνx/U + constant.

The inlet condition demands u → U for each fixed y > 0 as x → 0. If g approached a positive limit there, the profile at the inlet would be f′(y/g), which vanishes at the plate and rises continuously. It would not be uniform. So g → 0 at the leading edge, the constant is zero, and c must be positive. This proves that g is proportional to √x.

The value of c fixes only the unit in which η is measured. Taking c = ½ gives

g = √(νx/U),

and (3) becomes f‴ + ½ f f″ = 0. No slip gives f′(0) = 0, the choice of ψ gives f(0) = 0, and the outer stream gives f′(∞) = 1. ∎

With this g, the derivative is g′ = ½√(ν/(Ux)), so that U g′ = ½ U/√Re_x. The normal velocity is

v = ½ (U/√Re_x)(η f′ − f). (4)

Remark on the convention

The choice c = 1 is equally possible. It gives the variable η̂ = y√(U/(2νx)) = η/√2 and the equation f̂‴ + f̂ f̂″ = 0. The velocity is the same in both descriptions, so f̂′(η̂) = f′(η). Differentiating with respect to η̂, and using dη/dη̂ = √2, gives f̂″(0) = √2 f″(0). The wall value in that convention is 0.4696, against 0.3321 here. The physical shear is the same, because the change in the wall value is compensated by the change in the length unit.

Lemma 3. The Blasius problem has one solution, with f″(0) = 0.332

Proof. The Blasius equation is a linear first-order equation for f″ once f is regarded as known. Multiplying it by exp(½∫₀^η f ds) turns its left side into the derivative of a product, which is therefore constant. With α = f″(0),

f″(η) = α exp(−½ ∫₀^η f(s) ds). (5)

The exponential is positive, so f″ keeps the sign of α. If α = 0, then f″ = 0 and f′ stays at zero. If α < 0, then f′ is negative for η > 0. Neither case can reach f′(∞) = 1, so α > 0.

Now let G(t) solve the same equation as an initial-value problem:

G‴ + ½ G G″ = 0, G(0) = G′(0) = 0, G″(0) = 1.

Equation (5) applied to G gives G″ > 0. Hence G′ and G are positive for t > 0, and then (5) gives G″ ≤ 1. It follows that G′ ≤ t and G ≤ t²/2, so the solution cannot blow up and exists for all t.

The slope G′ also has a finite limit. Let m = G′(1) > 0. For t ≥ 1 the slope is at least m, so G(t) ≥ m(t − 1) and ∫₀^t G ds ≥ m(t − 1)²/2. Then (5) yields

G″(t) ≤ exp(−m(t − 1)²/4). (6)

The right side has a finite integral to infinity, so G′ tends to a finite positive limit A.

For any a > 0, consider f(η) = a G(aη). Each derivative with respect to η brings a factor a:

f′ = a² G′, f″ = a³ G″, f‴ = a⁴ G‴.

Both f‴ and f f″ carry the factor a⁴, so f also satisfies the Blasius equation, with f(0) = f′(0) = 0. The outer condition requires a²A = 1. Thus

a = A^(−1/2), f″(0) = a³ = A^(−3/2). (7)

This proves existence. For uniqueness, take any solution f and set a = α^(1/3). The function f(t/a)/a satisfies the initial-value problem for G, so it equals G. Hence f has the form a G(aη), and the outer condition fixes a as before.

The number A has to be computed. Integrating the initial-value problem from t = 0 to t = 12 with an eighth-order Runge–Kutta method gives A = 2.08541. Therefore

a = 2.08541^(−1/2) = 0.69248,

f″(0) = 2.08541^(−3/2) = 0.33206.

Stopping at t = 12 is harmless. For t ≤ 1, the bound G ≤ t²/2 in (5) gives G″ ≥ exp(−t³/12) ≥ exp(−1/12), so m > 0.9. The exponent in (6) is then below −27 for t ≥ 12, and the slope still to be gained is far smaller than the digits quoted. ∎

Part (a) of the theorem now rests on Lemmas 1 and 2, and part (b) on Lemma 3.

PART II. SHEAR, THICKNESS AND THE LIMITS OF THE RESULT

Symbols and results carried over

The coordinates x and y run along and away from the plate, with velocities u and v. The outer speed is U, the density ρ, the viscosity μ and the kinematic viscosity ν = μ/ρ. Further, Re_x = Ux/ν and η = y√(U/(νx)). Part I showed that u = U f′(η), with

f‴ + ½ f f″ = 0, f(0) = f′(0) = 0, f′(∞) = 1.

The solution is unique, f″ is positive, and α = f″(0) = 0.33206. The normal velocity is v = ½(U/√Re_x)(η f′ − f). It was also shown that f″ = α exp(−½∫₀^η f ds), and that f″ falls at least as fast as a Gaussian far from the plate. Consequently 1 − f′ tends to zero faster than any power of 1/η.

Proof of part (c): wall shear

The shear stress at the plate is the viscosity times the velocity gradient there. Since u_y = U f″(η)√(U/(νx)),

τ_w = μU f″(0) √(U/(νx)).

Put μ = ρν and collect the factors of ν:

This part has shown that a layer of fixed profile shape widens as √x, and that its profile is the unique solution of the Blasius problem, with f″(0) = 0.332. It remains to finish the wall-shear formula, prove the thickness law, and examine the consequences and limits of the result, including its use for deposition.
